\section*{Why column scaling does not rescue Cholesky in unorthogonalized LOBPCG, part 2}

The question is when Cholesky factorization of $G=S^TS$ fails in LOBPCG with unorthogonalized $S=[X,W,P]$, and why normalizing columns does not help. Algebra is in atomic units, numbers in eV.

$A$ is real symmetric, $N\times N$, with eigenpairs $\lambda_1\le\lambda_2\le\dots$, $v_l$. $X$ holds $m$ orthonormal Ritz vectors with Ritz values $\Theta$; $R=AX-X\Theta$; $W=TR$, with $T$ symmetric positive definite and condition number $\kappa_T$. A Rayleigh--Ritz (RR) step gives $X_+=XC_X+P_+$, $P_+=WC_W+PC_P$, with new residuals orthogonal to $\operatorname{span}S$.

$S$ has $n$ columns of lengths $d_i$; $D=\operatorname{diag}(d_i)$, $G=DHD$, $\rho=d_{\max}^2/d_{\min}^2$. $H$ holds the cosines between columns; subscripts name the blocks included. Roundoff is $u=2^{-53}$, and $\gamma_k=ku/(1-ku)$. Relative to column lengths, entrywise errors are bounded by $\gamma_N$ for the computed $\hat G$ and essentially $\gamma_{n+2}$ for its factor $L=D\tilde L$. The loss is $\|Q^TQ-I\|_2$, $Q=SL^{-T}$. Cholesky succeeds if
\begin{equation}
\lambda_{\min}(H)>b=1.01\,n(\gamma_N+\gamma_{n+2}),\label{b}
\end{equation}
and then, apart from rounding in the triangular solve,
\begin{equation}
\|Q^TQ-I\|=\|\tilde L^{-1}(H-\tilde L\tilde L^T)\tilde L^{-T}\|\le\frac{b}{\lambda_{\min}(H)-b}.\label{loss}
\end{equation}
Below $b$ failure is possible, not certain; Cholesky can also finish with loss near one.

For two columns at angle $\phi$ ($\phi_W$, $\phi_P$ within $W$, $P_+$) and every diagonal scaling $F$ (case B reuses this letter),
\begin{equation}
\kappa(FGF)\ge\cot^2(\phi/2),\qquad\lambda_{\min}(H)\le1-\cos\phi.\label{cot}
\end{equation}
For $w\in\operatorname{span}W_+$, $y\in\operatorname{span}[X_+,P_+]$, scaled to $w^TT^{-1}w=y^TT^{-1}y=1$, with Gram matrix $B$ and its eigenvalues $\mu_1\ge\mu_2$,
\begin{equation}
\cos^2\angle(w,y)=1-\frac{\mu_1\mu_2}{B_{11}B_{22}}\le\left(\frac{\mu_1-\mu_2}{\mu_1+\mu_2}\right)^2\le\epsilon^2,\qquad\epsilon=\frac{\kappa_T-1}{\kappa_T+1}.\label{wie}
\end{equation}

Case A had $m=1$, $T=1$ eV$^{-1}$ and a 101-site chain with hopping $t=1$ eV and one site lowered by $U=1.5$ eV. Its $w$ and $p$ shrank but stayed independent, so Cholesky worked despite huge $\kappa(G)$. Replacing $p$ by the previous iterate $x_{\rm old}$, at distance $d=\|x-x_{\rm old}\|$, gave $\lambda_{\min}(H)=d^2/2$ and eventual failure.

\subsection*{Case B: columns that align as the residuals fall}

Suppose LOBPCG is started after $k$ preconditioned gradient steps $X\leftarrow\mathrm{RR}(X-TR)$, with $T=(A-\sigma)^{-1}$, $\sigma<\lambda_1$, $m=2$. Since
\begin{equation}
X-TR=T[(A-\sigma)X-AX+X\Theta]=TX(\Theta-\sigma),
\end{equation}
this is subspace inverse iteration. In the eigenbasis write $X=YZ$, where $Y$ has upper block $I_2$ and lower block $F$, and $Z$ is $2\times2$. Let $\Lambda_1,\Lambda_2$ hold the wanted and unwanted eigenvalues and $M_i=(\Lambda_i-\sigma)^{-1}$. $TY$ has blocks $M_1$ and $M_2F$; multiplying on the right by $M_1^{-1}$ keeps the span, so $F\to M_2FM_1^{-1}$:
\begin{equation}
F_{lj}(k)=F_{lj}(0)\left(\frac{\lambda_j-\sigma}{\lambda_l-\sigma}\right)^k.\label{F}
\end{equation}
Next, $AY=Y\Lambda_1+K$, where $K$ has upper block $0$ and lower block $\Lambda_2F-F\Lambda_1$. For Ritz vectors $R=(I-XX^T)AX$, and the projector removes $Y\Lambda_1Z$, so $R=(I-XX^T)KZ$ without approximation. For small $F$ and $\lambda_1\ne\lambda_2$, $Z=I+O(F^2)$ up to signs, and
\begin{equation}
w_j\approx\sum_{l\ge3}\frac{\lambda_l-\lambda_j}{\lambda_l-\sigma}F_{lj}(k)\,v_l .
\end{equation}
With $q=(\lambda_3-\sigma)/(\lambda_4-\sigma)$, the ratio of the $v_4$ to the $v_3$ component takes one factor $q$ from the denominators and $q^k$ from \eqref{F}, where $\lambda_j-\sigma$ cancels:
\begin{equation}
\frac{v_4\cdot w_j}{v_3\cdot w_j}\approx q^{k+1}a_j,\qquad a_j=\frac{(\lambda_4-\lambda_j)F_{4j}(0)}{(\lambda_3-\lambda_j)F_{3j}(0)}.
\end{equation}
Each ratio is the tangent of the angle from $v_3$, so for small angles $\phi_W\approx q^{k+1}|a_1-a_2|$. The neglected pieces do not open the angle further. The map $T(I-XX^T)$ acts alike on both columns and sends $v_3,v_4$ to multiples of themselves plus $O(F)$ parts along $v_1,v_2$; $Z_{21}=O(F_{31}F_{32})$ adds to column 1 a multiple of column 2 of relative size $F_{32}^2$. The difference of the unit columns is $\phi_W$ times the image of $v_4$, whose overlap with $X$ is $O(F)$. Hence, to relative $O(F^2)$ and neglecting $l\ge5$,
\begin{equation}
\lambda_{\min}(H_{[X,W]})\approx\tfrac12q^{2k+2}(a_1-a_2)^2,\qquad k(\tau)=\frac{\ln[2\tau/(a_1-a_2)^2]}{2\ln q}-1,\label{pred}
\end{equation}
where $k(\tau)$ is the step at which $\lambda_{\min}=\tau$. Both errors are drawn to the slowest direction $v_3$. The collapse is fast when $\lambda_3$ is well separated from $\lambda_4$ and absent as $q\to1$; if $a_1=a_2$, the next terms set the angle.

The model is a 40-site chain with $t=1$ eV, four separated impurities $U=10,\,9.6,\,9.2,\,6$ eV, and $\sigma=-12$ eV. The levels are $-10.1980$, $-9.8061$, $-9.4149$, $-6.3246$ eV, and the band starts at $-1.8776$ eV. The start vectors sit on the first two impurities, with amplitude $0.3$ on the third and $\pm0.3$ on the fourth. Then
\begin{align}
q&=\frac{2.5851}{5.6754}=0.4555,\nonumber\\
a_1&=\frac{3.8734}{0.7831}\times\frac{0.2951}{-0.2995}=-4.87,\qquad a_2=\frac{3.4815}{0.3912}\times\frac{-0.2953}{-0.2997}=8.77,
\end{align}
and $|a_1-a_2|=13.64$. At $k=20$, $q^{21}=6.73\times10^{-8}$, $\phi_W=9.18\times10^{-7}$ and $\lambda_{\min}\approx4.2\times10^{-13}$. The singular values of the unit-column $S$ give $4.217\times10^{-13}$ against a predicted $4.216\times10^{-13}$; agreement within 1\% of the prediction is tested for $18\le k\le22$. At $k=0$ the angle is not small and \eqref{pred} does not apply. At $k=32$ the measured $3.1\times10^{-21}$ exceeds the predicted $2.7\times10^{-21}$, which I take, as a conjecture, to be rounding noise in $w_1$. The same excess shows in the printed $\kappa(G)=2.1\times10^{32}$, which falls short of the roughly hundredfold growth per two steps seen in the rows before.

The residuals shrink by $\rho_j=(\lambda_j-\sigma)/(\lambda_3-\sigma)=0.697$ and $0.849$ per step while $\lambda_{\min}$ shrinks by $q^2=0.207$, so $\lambda_{\min}\propto\|r_1\|^{4.4}$ in this model, with $4.4=2\ln q/\ln\rho_1$. For $\tau=u$, $\ln(2.22\times10^{-16}/186.1)=-41.27$, and $-41.27/(-1.573)-1=25.2$; for $\tau=b=2.06\times10^{-14}$, $k=21.9$. The observed losses, raw and unit-scaled, are $1.0\times10^{-4}$ and $1.2\times10^{-4}$ at $k=20$, $0.05$ and $0.12$ at $k=24$, $0.87$ and $0.80$ at $k=26$. The factor thus no longer orthonormalizes $S$ by $k=26$, when the residuals are still $2.0\times10^{-5}$ and $1.6\times10^{-3}$ eV, and in this run the first exception follows at $k=28$ in both versions. The exact step is set by rounding and can shift by a few steps when the sums in $G$ are taken in another order. Of the 10 steps with $\lambda_{\min}<10^{-17}$, 5 raw and 6 scaled factorizations throw; those printed as surviving show a loss of $1.0$. A large loss makes the step unreliable rather than always wrong. Often only the direction that separates $w_1$ from $w_2$ is lost and the lowest Ritz pairs still come out accurate; but rounding errors in $S^TAS$, divided by a pivot of order $u$, can also produce a spurious Ritz value that is off by eV, depending on the order of summation and already at $k=24$.

At $k=20$ normalization lowers $\kappa$ from $2.7\times10^{20}$ to about $2/\lambda_{\min}=4.7\times10^{12}$ (two nearly parallel unit columns give $\lambda_{\max}\approx2$) and does not reduce the loss; at single steps the two versions can differ widely, as at $k=22$ with $7.8\times10^{-3}$ raw and $1.3\times10^{-4}$ scaled, and both have lost orthogonality by $k=26$. At $k=10$ a numerical search over scalings reaches $6.9514\times10^5$, equal to $\cot^2(\phi_W/2)$ to the printed digits, while unit columns give $6.9523\times10^5$. The bounds are loose: at $k=20$ the scaled errors, evaluated in 60-digit arithmetic, are $3.7u$ for $\hat G$ and $2.0u$ for the factor, against $40u$ and $6u$, and for $10^{-13}<\lambda_{\min}<10^{-6}$ the raw loss is at most $3.2\,u/\lambda_{\min}$ where \eqref{loss} allows about $186\,u/\lambda_{\min}$.

The alignment passes to $P$. When $\phi_W$ is resolved, $\operatorname{span}W$ supplies both $v_3$ and $v_4$, one LOBPCG step removes both error components, and $X_+\approx[v_1,v_2]$. Then $P_+=X_+-XC_X$ has unwanted components $-F$ to relative $O(F^2)$, and \eqref{F} and \eqref{cot} give
\begin{equation}
\phi_P\approx q^k\left|\frac{F_{41}(0)}{F_{31}(0)}-\frac{F_{42}(0)}{F_{32}(0)}\right|,\qquad\lambda_{\min}(H_{[X,W,P]})\le1-\cos\phi_P .
\end{equation}
At $k=16$ this is $3.433\times10^{-6}\times1.971=6.77\times10^{-6}$; a step done by QR gives $6.767\times10^{-6}$. The residuals drop to $6.1\times10^{-13}$ and $1.9\times10^{-11}$ eV, and $\lambda_{\min}=2.29\times10^{-11}$ equals the bound to three digits. This case concerns a warm start; it does not show that plain LOBPCG from a random block aligns at a predictable rate.

\subsection*{Case C: a symmetry sector runs out}

Here the failure comes at large residuals. $A$ is the converged $\alpha$-spin Fock matrix of the quartet nitrogen atom at UHF/cc-pVQZ in the L\"owdin basis, $N=55$. The density is spherical, so the five $s$ functions span an invariant subspace (the coupling to the rest is $1.6\times10^{-13}$ eV), and the diagonal $T=(\operatorname{diag}A+550\ \mathrm{eV})^{-1}$ preserves it. The block holds $1s$, $2s$ and three $2p$ vectors from the core Hamiltonian.

In step one, $[X,W]$ has four independent $s$ columns, $\kappa(H)=13.3$, and the loss is $10^{-15}$. The new $1s$ and $2s$ residuals lie in the five-dimensional sector and are orthogonal to those four dimensions, so they are parallel, and so are their images under $T$. Fifteen columns in 55 dimensions have rank 14. The computed angle is $1.7\times10^{-13}$ rad and $\lambda_{\min}(H)=4\times10^{-28}$, both zero in exact arithmetic, while the next eigenvalue is $0.33$; the null vector is tested to have more than $0.999$ of its weight on these two columns. The residuals are $1.08$, $6.91$ and $25.6$ eV, and $\rho=2.6\times10^5$. In this run raw Cholesky throws, and with unit columns it passes silently with loss $1.0$. Both outcomes are accidents of rounding, not effects of scaling: with another order of summation either version can pass or throw, and a pass usually yields correct $1s$ and $2s$ values but now and then a spurious Ritz value many eV off. Equation \eqref{wie} holds with room: $\kappa_T=1.486$, $\epsilon=0.486/2.486=0.1955$, and the largest cosine found is $0.050$.

Adding $\eta$ times a fixed random block to the start turns the unit-column matrix into $S_0+\eta S'+O(\eta^2)$, where $S_0$ uses the basis of the degenerate $2p$ triple that the perturbation selects. This is an orthogonal rotation within each triple of equally long columns, so it changes neither the singular values nor the null vector. With $S_0z=0$ for unit $z$, the smallest singular value is to first order $|\eta|$ times the part of $S'z$ outside $\operatorname{span}S_0$, so $\lambda_{\min}\propto\eta^2$ unless that part vanishes. The values $4.472\times10^{-8}$ at $\eta=10^{-7}$ and $4.472\times10^{-10}$ at $\eta=10^{-8}$ have ratio $100.00$. Extrapolating $\lambda_{\min}=4.47\times10^6\eta^2$ to $b=1.21\times10^{-13}$ gives $\eta=1.65\times10^{-10}$, above which this step is covered by \eqref{b}; the prefactor, and with it this value, depends on the random block.

\subsection*{What to do}

Monitor $\lambda_{\min}(H)$ rather than $\kappa(G)$, and do not read a completed factorization as success. To remove a dependence, normalize the columns, take the SVD of $S$ itself, and drop directions with small singular values. Scaling does matter here: once case A's $w$ and $p$ are shorter than the threshold, a cut on the raw $S$ discards both, although their directions are independent, and the iteration stalls. For unit columns, the SVD of the stored $S$ resolves $\sigma$ to a modest multiple of $u$, whereas $\hat G$ resolves only $\sigma^2$ to such a multiple. Rounding errors already present in the columns come on top: in case C an exact zero appears as $\sigma=2\times10^{-14}$, so the threshold must lie well above $u$.

For nitrogen a threshold of $10^{-8}$ keeps 14 directions, five of which fill the $s$ sector, so its Ritz values must equal the eigenvalues. They move from $-426.41052$ and $-30.63464$ eV to $-426.41314$ eV ($-15.670394$ hartree) and $-31.63285$ eV ($-1.162486$ hartree), equal to full diagonalization in all five printed decimals. The $2p$ value moves from $-5.37$ to $-14.20$ eV and is still $1.32$ eV above $-15.52$ eV, because each $p$ direction has four basis functions and the block supplies three vectors. These are mean-field orbital energies in a finite basis, without correlation or relativity; the digits compare two solvers on one matrix. They are not converged with the basis: in cc-pV5Z (not in the output) the $1s$, $2s$ and $2p$ values drop by $0.004$, $0.008$ and $0.012$ eV, and with its six $s$ functions the two $s$ residuals need not be parallel, so the sector does not run out at step two.

\section*{Table of computed values}
\begin{verbatim}
u = 1.110e-16, 1/u = 9.007e+15, sqrt(u) = 1.054e-08
A: N=101 t=1 eV U=1.5 eV; lam1,lam2,lamN = -2.5000 -1.9962 1.9964 eV; b = 3.57e-14
 k |r|/eV kappaG kappaH loss | x_old: d kappaH loss_unit
 1 5.8e-01 5.9e+00 3.51949 1.0e-15 | 5.8e-01 1.1e+01 1.0e-15
 7 9.4e-03 1.1e+04 1.14176 8.9e-16 | 1.1e-02 3.1e+04 2.8e-12
13 1.6e-04 4.0e+07 1.00390 4.4e-16 | 1.7e-04 1.4e+08 3.8e-08
19 2.3e-06 2.0e+11 1.00009 7.8e-16 | 2.6e-06 6.1e+11 3.2e-05
25 3.2e-08 9.7e+14 1.00000 7.8e-16 | 3.5e-08 3.2e+15 1.3e-01
31 5.5e-10 3.3e+18 1.00000 2.2e-16 | 6.2e-10 1.0e+19   FAIL 
37 7.4e-12 1.8e+22 1.00017 8.9e-16 | 7.6e-12 6.8e+22   FAIL 
A: stop k=40 theta=-2.5000000000 eV; largest kappaG with Cholesky fine 3.6e+23
A: x_old first exception k=27 |r|=7.6e-09 eV d=9.2e-09
A: x_old steps with lam<1e-17: 12, exceptions raw 10, unit 10
B: N=40 t=1 eV U=10,9.6,9.2,6 eV sigma=-12.0 eV b=2.06e-14
B: lam1..5 = -10.1980 -9.8061 -9.4149 -6.3246 -1.8776 eV
B: q=0.4555 rho1=0.6971 rho2=0.8487
B: F31,F32,F41,F42 = -0.2995 -0.2997 0.2951 -0.2953
B: a1=-4.873 a2=8.768 |a1-a2|=13.641 error-angle prefactor=1.971
B: predicted k for lam_min=b: 21.92, for lam_min=u: 25.24
 k |r1|/eV |r2|/eV kappaG lam_min pred loss_raw loss_unit
 0 1.5e+00 1.9e+00 4.3e+01 2.739e-01 1.930e+01 4.1e-16 7.2e-16
 5 3.8e-02 5.2e-02 4.7e+05 7.656e-03 7.421e-03 1.6e-14 3.5e-15
10 6.3e-03 2.3e-02 3.1e+10 2.877e-06 2.853e-06 1.4e-10 5.5e-11
15 1.0e-03 1.0e-02 2.8e+15 1.099e-09 1.097e-09 1.7e-07 1.6e-07
20 1.7e-04 4.4e-03 2.7e+20 4.217e-13 4.216e-13 1.0e-04 1.2e-04
22 8.4e-05 3.2e-03 2.6e+22 1.815e-14 1.815e-14 7.8e-03 1.3e-04
24 4.1e-05 2.3e-03 2.6e+24 7.812e-16 7.811e-16 4.7e-02 1.2e-01
26 2.0e-05 1.6e-03 2.6e+26 3.362e-17 3.362e-17 8.7e-01 8.0e-01
28 9.6e-06 1.2e-03 2.5e+28 1.448e-18 1.447e-18   FAIL    FAIL 
30 4.7e-06 8.5e-04 2.5e+30 6.258e-20 6.230e-20 1.0e+00   FAIL 
32 2.3e-06 6.1e-04 2.1e+32 3.124e-21 2.682e-21   FAIL  1.0e+00
B: first exception raw k=28, unit k=28
B: steps with lam<1e-17: 10, exceptions raw 5, unit 6
B: max loss*lam_min/u = 3.15
B: k=10 kappaH=6.9523e+05 best scaling=6.9514e+05 cot^2=6.9514e+05
B: k=20 scaled errors/u: Gram 3.72 (<=40), Cholesky 2.00 (<=6)
B: LOBPCG step at k=16: |r| = 6.1e-13 1.9e-11 eV
B: phi_P=6.767e-06 pred 6.765e-06; lam_min[X,W,P]=2.29e-11 <= 2.29e-11
C: UHF/cc-pVQZ E=-1480.4006 eV, N=55, s functions 5
C: s/non-s Fock coupling 1.6e-13 eV, b=1.21e-13
C: step 1 kappaG=2.52e+03 kappaH=1.33e+01 loss=1.0e-15
C: step 2 |r| 1s,2s,2p = 1.083e+00 6.906e+00 2.556e+01 eV
C: rho=2.61e+05, angle(w1s,w2s)=1.7e-13 rad
C: lam_min=3.9e-28 next=3.27e-01 loss raw   FAIL  unit 1.0e+00
C: kappaT=1.486 max cos(W,[X,P])=0.0503 <= 0.1955
C: lam_min eta=1e-7: 4.472e-08, eta=1e-8: 4.472e-10, ratio 100.00
C: Ritz before step 2: -426.41052 -30.63464 -5.37233 eV
C: SVD cure (14 kept):  -426.41314 -31.63285 -14.19640 eV
C: full diagonalization -426.41314 -31.63285 -15.51861 eV
C: 1s, 2s in hartree: -15.670394 -1.162486
\end{verbatim}
